**Contact energy from the Dirac hyperfine integral**

For an s state with large and small radial functions $P$ and $Q$, the program examines the limit $-4c\int PQ/r^2\,dr\to R_{\rm NR}(0)^2$, where $R=P/r$ and NR marks the Schrödinger limit. For Coulomb 1s states with $Z=1$, 20 and 40 it asserts that the spinor solves the Dirac equation, that a three-dimensional quadrature with explicit Dirac matrices agrees with the radial formula, and that the integral equals its closed form. With $K=1/[1+(E-V)/(2c^2)]$, it asserts for hydrogen that the integral beyond a cut $s$ equals $K(s)R(s)^2+\int_s^\infty K'R^2\,dr$. The output shows half of the $PQ/r^2$ integral inside 0.183 Å, but half of the $K'R^2$ integral inside about $1.41\times10^{-5}$ Å, close to $Z\alpha^2/2$. The hydrogen splitting is $5.8779\times10^{-6}$ eV from the Dirac integral and $5.8774\times10^{-6}$ eV from the contact formula. For a screened 2s model with $Z=20$, the program asserts the bounds on $Q/P$ and on the growth of $R$ at the physical value of $c$, and that the excess over $R_{\rm NR}(0)^2$ falls by a factor near four at each doubling of $c$. The printed excess is 4.88%, 1.19% and 0.295% for $c$ multiplied by 1, 2 and 4.

## Numerical verification

```python
"""
Result under test: for an s state of the Dirac equation with a point nucleus,
    -4 c * integral(P Q / r^2 dr)  ->  R_NR(0)^2   as c -> infinity,
which turns <c alpha.A> of a point nuclear moment into the Fermi contact energy
although the operator has no delta function.
Symbols (atomic units): P, Q large and small radial functions, R = P/r,
psi = (P chi, i Q chi')/r, E energy without rest energy, V potential,
K = 1/(1 + (E-V)/(2 c^2)), r0 = Z/(2 c^2), gamma = sqrt(1 - (Z/c)^2).
The exact intermediate identity is, for every cut s,
    -4c int_s^inf PQ/r^2 dr = K(s) R(s)^2 + int_s^inf K' R^2 dr.
Printed numbers are in eV and angstrom.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq
from scipy.special import gamma as gamma_function

alpha = const.fine_structure
c = 1.0 / alpha
hartree = const.physical_constants['Hartree energy in eV'][0]
bohr = const.physical_constants['Bohr radius'][0] * 1e10
# the atomic unit of magnetic moment is two Bohr magnetons
proton_moment = const.physical_constants[
    'proton mag. mom. to Bohr magneton ratio'][0] / 2

pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
dirac_alpha = np.array([np.kron([[0, 1], [1, 0]], s) for s in pauli])


def log_integral(f, lower, upper, points=12001):
    """Integral of f(r) dr by Simpson's rule in ln r."""
    x = np.linspace(np.log(lower), np.log(upper), points)
    r = np.exp(x)
    return simpson(f(r) * r, x=x)


class Coulomb1s:
    """Closed-form Dirac 1s state; its validity is tested below."""

    def __init__(self, Z):
        self.Z = Z
        self.g = np.sqrt(1 - (Z * alpha)**2)
        self.E = c**2 * (self.g - 1)
        self.ratio = -Z * alpha / (1 + self.g)
        self.norm = np.sqrt((1 + self.g) / 2 * (2 * Z)**(2 * self.g + 1)
                            / gamma_function(2 * self.g + 1))
        self.r0 = Z / (2 * c**2)
        self.rmin, self.rmax = 1e-16, 40.0 / Z

    def R(self, r):
        return self.norm * r**(self.g - 1) * np.exp(-self.Z * r)

    def PQ_density(self, r):
        return self.ratio * self.R(r)**2

    def K(self, r):
        return 1 / (1 + (self.E + self.Z / r) / (2 * c**2))

    def spike_density(self, r):
        return self.K(r)**2 * self.Z / r**2 / (2 * c**2) * self.R(r)**2

    def spinor(self, xyz):
        x, y, z = xyz
        r = np.sqrt(x * x + y * y + z * z)
        f = self.R(r) / np.sqrt(4 * np.pi)
        low = -1j * self.ratio * f
        return np.array([f + 0j, 0j * f, low * z / r, low * (x + 1j * y) / r])


def dirac_residual(state):
    """|H psi - E psi| / |E psi| by Cartesian finite differences."""
    p = np.array([0.5, -0.3, 0.6]) / state.Z
    h = 2e-3 / state.Z
    psi = state.spinor(p)
    total = np.zeros(4, complex)
    for k in range(3):
        e = np.zeros(3)
        e[k] = h
        d = (8 * (state.spinor(p + e) - state.spinor(p - e))
             - state.spinor(p + 2 * e) + state.spinor(p - 2 * e)) / (12 * h)
        total += -1j * c * dirac_alpha[k] @ d
    total += np.array([0, 0, -2 * c**2, -2 * c**2]) * psi
    total += (-state.Z / np.linalg.norm(p) - state.E) * psi
    return np.linalg.norm(total) / np.linalg.norm(state.E * psi)


# angular product grid, exact for the low harmonics needed here
ct, wt = np.polynomial.legendre.leggauss(6)
phi = np.arange(8) * 2 * np.pi / 8
CT, PH = [a.ravel() for a in np.meshgrid(ct, phi, indexing='ij')]
ang_weight = np.repeat(wt, 8) * 2 * np.pi / 8
ST = np.sqrt(1 - CT**2)
unit = np.array([ST * np.cos(PH), ST * np.sin(PH), CT])


def hyperfine_3d(state, moment):
    """<c alpha.A> from explicit 4x4 matrices and 3D quadrature."""
    x = np.linspace(np.log(1e-14), np.log(state.rmax), 2001)
    r = np.exp(x)
    cross = np.cross(moment, unit.T).T
    radial = np.zeros_like(r)
    for j in range(len(ang_weight)):
        psi = state.spinor(unit[:, j][:, None] * r)
        op = np.tensordot(cross[:, j], dirac_alpha, axes=1)
        value = np.sum(psi.conj() * (op @ psi), axis=0).real
        radial += ang_weight[j] * value      # r^2 dr cancels 1/r^2
    return alpha * simpson(radial * r, x=x)


moment = np.array([0.3, -0.5, 0.8])
breit = {}
for Z in (1, 20, 40):
    s = Coulomb1s(Z)
    assert dirac_residual(s) < 1e-6
    norm = log_integral(lambda r: (1 + s.ratio**2) * (r * s.R(r))**2,
                        s.rmin, s.rmax)
    assert abs(norm - 1) < 1e-8
    G = log_integral(s.PQ_density, s.rmin, s.rmax)
    closed = -Z**3 * alpha / (s.g * (2 * s.g - 1))
    assert abs(G / closed - 1) < 1e-8
    spike = log_integral(s.spike_density, s.rmin, s.rmax)
    assert abs(spike / (-4 * c * G) - 1) < 1e-8
    W3d = hyperfine_3d(s, moment)
    assert abs(W3d / (-4 * alpha / 3 * moment[2] * G) - 1) < 1e-6
    breit[Z] = -4 * c * G / (4 * Z**3)
assert abs((breit[1] - 1) / (1.5 * alpha**2) - 1) < 1e-2

# dipole field at r > 0 averages to zero over the sphere
dipole = 3 * (moment @ unit) * unit - moment[:, None]
assert np.max(np.abs(dipole @ ang_weight)) < 1e-12

# hydrogen: where the two equivalent densities sit
H = Coulomb1s(1)
total = -4 * c * log_integral(H.PQ_density, H.rmin, H.rmax)


def PQ_inside(s):
    return -4 * c * log_integral(H.PQ_density, H.rmin, s) / total


def spike_inside(s):
    return log_integral(H.spike_density, H.rmin, s) / total


half_PQ = brentq(lambda s: PQ_inside(s) - 0.5, 1e-3, 5)
half_spike = brentq(lambda s: spike_inside(s) - 0.5, 1e-7, 1e-2)
assert abs(half_spike / H.r0 - 1) < 0.01
assert abs(half_PQ / (np.log(2) / 2) - 1) < 0.01
cuts = []
for lam in (0.1, 1.0, 10.0, 100.0):
    s = lam * H.r0
    outer = -4 * c * log_integral(H.PQ_density, s, H.rmax) / total
    surface = H.K(s) * H.R(s)**2 / total
    tail = log_integral(H.spike_density, s, H.rmax) / total
    assert abs(outer - surface - tail) < 1e-8
    assert abs(surface - lam / (1 + lam)) < 6e-3
    assert abs(tail - 1 / (1 + lam)) < 1e-3
    cuts.append((lam, s, PQ_inside(s), surface, tail))

# hydrogen splitting: diagonalize the proton-electron spin coupling
spin_product = sum(np.kron(s / 2, s) for s in pauli)
levels = np.linalg.eigvalsh(spin_product)
gap = levels[-1] - levels[0]
w_dirac = hyperfine_3d(H, np.array([0, 0, 1.0]))
density_NR = 1 / np.pi
w_contact = 8 * np.pi / 3 * alpha**2 * 0.5 * density_NR
split_dirac = w_dirac * 2 * proton_moment * gap * hartree
split_contact = w_contact * 2 * proton_moment * gap * hartree
assert abs(split_dirac / split_contact - 1) < 2 * alpha**2

# screened model V = -(1 + (Zm-1) exp(-mu r))/r, 2s state, solved numerically;
# q = c Q, and a2 = 1/c^2 may be set to zero for the Schroedinger limit
Zm, mu = 20, 2.0
r_start, r_match, r_end = 1e-10, 0.3, 6.0


def charge(r):
    return 1 + (Zm - 1) * np.exp(-mu * r)


def branches(E, a2, dense=False):
    def rhs(x, y):
        r = np.exp(x)
        t = r * E + charge(r)
        return [y[0] + (2 * r + a2 * t) * y[1], -y[1] - t * y[0]]
    g = np.sqrt(1 - Zm**2 * a2)
    opts = dict(method='DOP853', rtol=1e-10, atol=1e-12, dense_output=dense)
    xm = np.log(r_match)
    out = solve_ivp(rhs, (np.log(r_start), xm), [1.0, -Zm / (1 + g)], **opts)
    inn = solve_ivp(rhs, (np.log(r_end), xm),
                    [1.0, -np.sqrt(-2 * E) / 2], **opts)
    return out, inn


def mismatch(E, a2):
    out, inn = branches(E, a2)
    a, b = out.y[:, -1], inn.y[:, -1]
    return (a[0] * b[1] - a[1] * b[0]) / np.linalg.norm(a) / np.linalg.norm(b)


def solve_state(a2, bracket):
    E = brentq(mismatch, *bracket, args=(a2,), xtol=1e-10)
    out, inn = branches(E, a2, True)
    scale = out.y[0, -1] / inn.y[0, -1]
    x1 = np.linspace(np.log(r_start), np.log(r_match), 6001)
    x2 = np.linspace(np.log(r_match), np.log(r_end), 2001)
    parts = [(x1, out.sol(x1)), (x2, scale * inn.sol(x2))]
    norm = contact = spike = 0.0
    for x, (P, q) in parts:
        r = np.exp(x)
        V = -charge(r) / r
        slope = charge(r) / r**2 + (Zm - 1) * mu * np.exp(-mu * r) / r
        K = 1 / (1 + a2 * (E - V) / 2)
        norm += simpson((P**2 + a2 * q**2) * r, x=x)
        contact += simpson(-4 * P * q / r, x=x)
        spike += simpson(K**2 * slope * a2 / 2 * P**2 / r, x=x)
    P_all = np.concatenate([parts[0][1][0], parts[1][1][0][1:]])
    nodes = int(np.sum(P_all[1:] * P_all[:-1] < 0))
    assert nodes == 1
    s = 0.02
    return dict(E=E, contact=contact / norm, spike=spike / norm,
                R2_origin=(1 / r_start)**2 / norm,
                R2_fixed=(out.sol(np.log(s))[0] / s)**2 / norm,
                r=np.exp(x1), P=parts[0][1][0], q=parts[0][1][1])


NR = solve_state(0.0, (-50.0, -10.0))
# Schroedinger limit: the integral is the pure surface value at the origin
assert abs(NR['contact'] / NR['R2_origin'] - 1) < 1e-6
model = {}
for factor in (1, 2, 4):
    model[factor] = solve_state((alpha / factor)**2,
                                (NR['E'] - 2, NR['E'] + 2))
D = model[1]
# the cut-off at r_start omits a share r_start/r0, about 2e-7, of the spike
assert abs(D['spike'] / D['contact'] - 1) < 3e-6
dev = {f: m['contact'] / NR['R2_origin'] - 1 for f, m in model.items()}
fix = {f: abs(m['R2_fixed'] / NR['R2_fixed'] - 1) for f, m in model.items()}
for f in (1, 2):
    assert 3.6 < dev[f] / dev[2 * f] < 4.6
    assert fix[f] / fix[2 * f] > 3

# bounds on Q/P and on the growth of R towards the nucleus
za2 = (Zm * alpha)**2
r_bound = (1 - za2) / (2 * Zm)
inside = D['r'] < r_bound
r, P, q = D['r'][inside], D['P'][inside], D['q'][inside]
assert np.all(D['E'] + charge(r) / r > 0)
w = -alpha * q / P
assert np.all(w > 0) and np.all(w < Zm * alpha)
growth = (P / r) / (P[-1] / r[-1])
limit = np.exp(2 * Zm * (r[-1] - r)) * (r[-1] / r)**za2
assert np.all(growth >= 1 - 1e-8) and np.all(growth <= limit * (1 + 1e-8))

print(f"inverse fine-structure constant c = {c:.6f} (atomic units)")
print(f"proton moment = {2*proton_moment:.6e} Bohr magnetons")
print("HYDROGEN 1s")
print(f"r0 = Z alpha^2/2 = {H.r0*bohr:.4e} angstrom")
print(f"half of PQ/r^2 integral inside {half_PQ*bohr:.4f} angstrom")
print(f"half of K'R^2 integral inside {half_spike*bohr:.4e} angstrom")
print(f"-4c int PQ/r^2 dr = {total/bohr**3:.6f} angstrom^-3")
print(f"Schroedinger R(0)^2 = {4*np.pi*density_NR/bohr**3:.6f} angstrom^-3")
print("cut s: shares of the full integral (dimensionless)")
for lam, s, pq, surf, tail in cuts:
    print(f" s/r0={lam:5.1f} s={s*bohr:.3e} angstrom: PQ inside={pq:.3e}"
          f" surface={surf:.5f} tail={tail:.5f}")
print(f"splitting, Dirac integral = {split_dirac:.6e} eV")
print(f"splitting, contact formula = {split_contact:.6e} eV")
print(f"relative difference = {split_dirac/split_contact-1:.3e}")
print("COULOMB 1s: Dirac integral / contact value (dimensionless)")
for Z, value in breit.items():
    print(f" Z={Z:2d}: {value:.6f}")
print(f"SCREENED MODEL 2s, Z={Zm}, screening {mu/bohr:.4f} angstrom^-1")
print(f"r0 = {Zm*alpha**2/2*bohr:.4e} angstrom")
print(f"radius limit of the Q/P bound = {r_bound*bohr:.5f} angstrom")
print(f"largest -Q/P there = {w.max():.5f}, bound Z alpha = {Zm*alpha:.5f}")
print(f"Schroedinger energy = {NR['E']*hartree:.3f} eV")
print(f"Schroedinger R(0)^2 = {NR['R2_origin']/bohr**3:.3f} angstrom^-3")
for f, m in model.items():
    print(f" c times {f}: E={m['E']*hartree:.3f} eV, -4c int PQ/r^2 dr="
          f"{m['contact']/bohr**3:.3f} angstrom^-3, excess={dev[f]:.6f}")
print(f"excess ratios on doubling c: {dev[1]/dev[2]:.3f}, "
      f"{dev[2]/dev[4]:.3f}")
print(f"R^2 change at {0.02*bohr:.5f} angstrom for c times 1, 2, 4: "
      f"{fix[1]:.3e}, {fix[2]:.3e}, {fix[4]:.3e}")
print("all assertions hold")
```

Running it gives:

```
inverse fine-structure constant c = 137.035999 (atomic units)
proton moment = 1.521032e-03 Bohr magnetons
HYDROGEN 1s
r0 = Z alpha^2/2 = 1.4090e-05 angstrom
half of PQ/r^2 integral inside 0.1834 angstrom
half of K'R^2 integral inside 1.4074e-05 angstrom
-4c int PQ/r^2 dr = 26.995494 angstrom^-3
Schroedinger R(0)^2 = 26.993338 angstrom^-3
cut s: shares of the full integral (dimensionless)
 s/r0=  0.1 s=1.409e-06 angstrom: PQ inside=5.329e-06 surface=0.09096 tail=0.90903
 s/r0=  1.0 s=1.409e-05 angstrom: PQ inside=5.328e-05 surface=0.50022 tail=0.49973
 s/r0= 10.0 s=1.409e-04 angstrom: PQ inside=5.326e-04 surface=0.90894 tail=0.09052
 s/r0=100.0 s=1.409e-03 angstrom: PQ inside=5.313e-03 surface=0.98508 tail=0.00960
splitting, Dirac integral = 5.877913e-06 eV
splitting, contact formula = 5.877444e-06 eV
relative difference = 7.988e-05
COULOMB 1s: Dirac integral / contact value (dimensionless)
 Z= 1: 1.000080
 Z=20: 1.032944
 Z=40: 1.145285
SCREENED MODEL 2s, Z=20, screening 3.7795 angstrom^-1
r0 = 2.8179e-04 angstrom
radius limit of the Q/P bound = 0.01295 angstrom
largest -Q/P there = 0.08468, bound Z alpha = 0.14595
Schroedinger energy = -583.851 eV
Schroedinger R(0)^2 = 22659.465 angstrom^-3
 c times 1: E=-591.316 eV, -4c int PQ/r^2 dr=23764.887 angstrom^-3, excess=0.048784
 c times 2: E=-585.700 eV, -4c int PQ/r^2 dr=22928.385 angstrom^-3, excess=0.011868
 c times 4: E=-584.312 eV, -4c int PQ/r^2 dr=22726.244 angstrom^-3, excess=0.002947
excess ratios on doubling c: 4.111, 4.027
R^2 change at 0.01058 angstrom for c times 1, 2, 4: 3.382e-02, 8.356e-03, 2.083e-03
all assertions hold
```
